A carrier in a wide-gap oxide can distort the lattice around itself and become trapped in the distortion. Suppose the energy released, $E_p$, and the repulsion $U$ between two carriers on one site are both known. Will the carriers stay single or pair up? Without a proper energy balance the answer is easily wrong in either direction. Comparing $U$ with $E_p$ rejects pairs that are in fact stable. Comparing $U$ with $4E_p$, the whole relaxation energy of a doubly occupied site, accepts pairs that would lower their energy by separating. The error then spreads: a pair in a single orbital carries charge $2e$ and no net spin, so a device model with the wrong species has the wrong trapped charge per site and the wrong magnetic signal. The correct comparison is with $2E_p$.

## Model and meaning of binding

Each site has one orbital, holding at most one carrier of each spin, and one local vibration of angular frequency $\omega$:

$$H=\sum_i\left[\hbar\omega\, b_i^\dagger b_i+g\hbar\omega\, n_i(b_i+b_i^\dagger)+U n_{i\uparrow}n_{i\downarrow}\right].$$

Here $b_i$ removes a vibrational quantum, $n_i=n_{i\uparrow}+n_{i\downarrow}$ counts carriers, and $g$ is a real dimensionless coupling. The zero-point energy $\hbar\omega/2$ per site is left out; it is the same for every arrangement of carriers. So is the bare orbital energy, which multiplies the fixed total number of carriers. There is no hopping and no force between sites.

Let $E(n)$ be the lowest energy of a site with $n$ carriers. Two carriers on two sites have energy $2E(1)$. Two on one site, with the other site empty, have $E(2)+E(0)$. The binding energy is

$$\Delta=2E(1)-E(2)-E(0),$$

positive when sharing a site is favourable. The claim is

$$\Delta=2E_p-U,\qquad E_p=g^2\hbar\omega ,$$

so the pair is bound if and only if $U<2E_p$. At equality the arrangements are degenerate. Binding is a statement about energy: with no hopping, carriers placed on different sites never meet.

## First derivation: shifting the quantum oscillator

Without hopping, every $n_{i\sigma}$ commutes with $H$. The sites separate, and on each one $n$ is a number, 0, 1 or 2:

$$H_n=\hbar\omega\left[b^\dagger b+gn(b+b^\dagger)\right]+U\delta_{n,2}.$$

Define $B=b+gn$. Since $gn$ is a number, $[B,B^\dagger]=[b,b^\dagger]=1$, and $B$ is again an oscillator operator. Multiplying out,

$$B^\dagger B=b^\dagger b+gn(b+b^\dagger)+g^2n^2 .$$

The first two terms are the bracket in $H_n$, so

$$H_n=\hbar\omega B^\dagger B-n^2E_p+U\delta_{n,2}.$$

The eigenvalues of $B^\dagger B$ are $0,1,2,\dots$ Its lowest value is zero, which gives

$$E(0)=0,\qquad E(1)=-E_p,\qquad E(2)=-4E_p+U .$$

The second equation shows that $E_p$ is the binding energy of a single polaron. Subtraction gives

$$\Delta=-2E_p-(-4E_p+U)-0=2E_p-U .$$

The factor of two can also be seen in the operators. Because $n_\sigma^2=n_\sigma$, we have $n^2=n+2n_\uparrow n_\downarrow$, and therefore

$$-n^2E_p+Un_\uparrow n_\downarrow=-nE_p+(U-2E_p)\,n_\uparrow n_\downarrow .$$

The first term is the energy of independent polarons. The second is an effective on-site interaction, which is attractive when $U<2E_p$. For $N$ carriers with $D$ doubly occupied sites the lowest energy is $-NE_p-D\Delta$. If $\Delta>0$, the ground state thus has as many pairs as $N$ allows.

The frequency enters $\Delta$ only through $E_p$. At fixed $E_p$ the criterion is the same for slow and fast vibrations. If $g\to0$, then $\Delta\to-U$, and repulsive carriers do not bind.

Some models couple the vibration to $n-n_0$, with $n_0$ a reference occupation. The relaxation energy is then $-(n-n_0)^2E_p$, and

$$\Delta=E_p\left[-2(1-n_0)^2+(2-n_0)^2+n_0^2\right]-U=2E_p-U .$$

The terms in $n_0$ cancel, provided $E(0)$, no longer zero, is kept.

## Second derivation: moving a carrier through a static lattice

Now treat the lattice as a classical spring. With $x=(b+b^\dagger)/\sqrt2$ and its conjugate momentum $p$, $b^\dagger b=(x^2+p^2-1)/2$. Dropping the kinetic energy and the constant leaves the energy of a site held at displacement $x$:

$$W_n(x)=\tfrac12\hbar\omega x^2+\sqrt2\,g\hbar\omega\,nx+U\delta_{n,2}.$$

Setting $dW_n/dx=\hbar\omega(x+\sqrt2gn)$ to zero gives the relaxed displacement $x_n=-\sqrt2gn$. The elastic energy there is $\tfrac12\hbar\omega(2g^2n^2)=n^2E_p$, and the coupling energy is $-2n^2E_p$. In terms of the distance from the minimum,

$$W_n(x)=\tfrac12\hbar\omega(x-x_n)^2-n^2E_p+U\delta_{n,2}.$$

Neighbouring minima satisfy $(x_{n+1}-x_n)^2=2g^2$, so a site one step away from its minimum has excess energy $\tfrac12\hbar\omega\cdot2g^2=E_p$.

Start with one relaxed polaron on site A and one on site B, total energy $-2E_p$. Transfer the carrier from A to B while both lattices stay fixed at $x_1$:

- A is now empty but still distorted, with energy $W_0(x_1)=E_p$.
- B holds two carriers, with energy $W_2(x_1)=E_p-4E_p+U=U-3E_p$.

The total is $U-2E_p$, so the transfer costs $U$. The carrier leaves a well prepared for one carrier and enters an equally deep one, and only the repulsion is new.

Next let the lattices relax. Site A returns to $x_0=0$ and releases its stored $E_p$. Site B moves from $x_1$ to $x_2$ and also releases $E_p$. The net change is

$$U-E_p-E_p=U-2E_p=-\Delta ,$$

which is the same result. One $E_p$ comes from the abandoned distortion, the other from the deepening of the shared one.

## What each derivation assumes

Both assume no hopping, a single local mode coupled linearly to the occupation, and no interaction between sites. They differ in their treatment of the lattice.

The first keeps the vibrations fully quantum mechanical. It needs a harmonic mode whose frequency does not depend on $n$. It yields the whole spectrum, and the spacing $\hbar\omega$ is the same for all $n$. Zero-point energy therefore cancels from $\Delta$, and thermal vibrational energy cancels too.

The second assumes a lattice without kinetic energy. It would be an approximation in general, and agrees with the first here because the omitted zero-point energy is the same for every $n$. In return, it extends readily to other elastic energies.

Suppose occupation changes the squared frequency to $\omega^2(1+\eta n)$ through the spring constant. The elastic term becomes $\tfrac12\hbar\omega(1+\eta n)x^2$, and the minimum is at $x=-\sqrt2gn/(1+\eta n)$. Substituting this back gives a relaxation energy $-n^2E_p/(1+\eta n)$. The threshold for $U$ becomes

$$U_c\simeq\frac{4E_p}{1+2\eta}-\frac{2E_p}{1+\eta}.$$

The zero-point energies no longer cancel. They add $\tfrac12\hbar\omega\,(2\sqrt{1+\eta}-\sqrt{1+2\eta}-1)$, which is of order $\eta^2\hbar\omega$. For small $\eta$ the main formula gives $U_c\simeq2E_p(1-3\eta)$, so a modest change of stiffness has a threefold relative effect on the threshold.

## Weak hopping

Let a carrier hop to a neighbouring site with amplitude $t$, weak enough that the small polaron stays below the free-carrier band. With $z$ neighbours the bottom of that band can lie as far as $z|t|$ below the site level. During a hop the vibrational state does not change, but the well on each of the two sites shifts by one step. The old ground state obeys $(b+gn)|\psi\rangle=0$. In the new well, $B'=b+g(n\pm1)$, so $B'|\psi\rangle=\pm g|\psi\rangle$. Expanding $|\psi\rangle$ in the number states of the new well with coefficients $c_m$ gives $\sqrt{m+1}\,c_{m+1}=\pm g\,c_m$, hence $|c_m|^2=e^{-g^2}g^{2m}/m!$. This is a Poisson law of mean $g^2$. For the two sites together, the number of quanta $m$ follows a Poisson law $P_m$ of mean $2g^2$.

For a single polaron, the state after the hop lies $m\hbar\omega$ above the initial one. A hop out and back lowers the energy, in second order, by $t^2S_1$ per bond, where

$$S_1=\sum_{m\ge1}\frac{P_m}{m\hbar\omega}\approx\frac1{2E_p}.$$

The approximation replaces $m\hbar\omega$ by its mean, $2g^2\hbar\omega=2E_p$. It is good for $g^2\gg1$, when the Poisson law is narrow compared with its mean; the estimates of $S_2$ and $S_3$ below are made in the same way. The $m=0$ term connects degenerate states and instead gives direct polaron motion with amplitude $te^{-g^2}$. Two-step moves to a third site carry the same small factor, because the first and last sites must each pass between ground states of shifted wells, with overlap $e^{-g^2/2}$.

From an on-site pair either spin can hop, which doubles the squared amplitude. The state reached has energy $-2E_p+m\hbar\omega$, against $-4E_p+U$ initially. The lowering per bond is $2t^2S_2$, with

$$S_2=\sum_{m\ge0}\frac{P_m}{2E_p-U+m\hbar\omega}\approx\frac1{4E_p-U}.$$

With $z$ neighbours, the binding energy relative to two distant polarons becomes

$$\Delta_t=\Delta+2zt^2(S_2-S_1).$$

As $U$ approaches $2E_p$ from below, the terms of $S_2$ with $m\ge1$ approach those of $S_1$ and the correction cancels. What remains is the $m=0$ term, of weight $e^{-2g^2}$, which must be treated as a near-degeneracy close to the threshold.

Another kind of pair is possible: a spin singlet on neighbouring sites. It competes with the on-site pair close to the threshold, on either side, and is treated here above the threshold. Its amplitude to reach either doubly occupied state is $\sqrt2t$ in magnitude, and there are two such states. It gains $4t^2S_3$, with

$$S_3=\sum_{m\ge0}\frac{P_m}{U-2E_p+m\hbar\omega}\approx\frac1U .$$

Each carrier loses its hop to the now occupied neighbour, a total loss of $2t^2S_1$. The net binding is $t^2(4S_3-2S_1)\approx t^2(4/U-1/E_p)$. Without repulsion between neighbours, and in second order, it is positive for $U$ between $2E_p$ and about $4E_p$. Higher orders move the upper limit: for the lattice and hopping used below, a static lattice treated to all orders in $t$ puts it near $3.3E_p$. The criterion $U<2E_p$ therefore concerns the on-site pair. Once hopping is present, failing this criterion does not exclude every bound state.

## Temperature

In equilibrium with a reservoir of carriers, let $y$ be the fugacity. The relative weights of an empty, singly and doubly occupied site are

$$1,\qquad 2y\,e^{E_p/k_BT},\qquad y^2e^{(4E_p-U)/k_BT}.$$

The 2 counts spin, and the common vibrational factor has been divided out. The corresponding probabilities obey

$$\frac{p_2p_0}{p_1^2}=K=\tfrac14e^{\Delta/k_BT}.$$

For few carriers per site, $p_0\simeq1$ and $p_2\simeq Kp_1^2$. If $c$ is the number of carriers per site, then $c=p_1+2Kp_1^2$. Half the carriers are paired when $p_1=c/2$, which gives $Kc^2/2=c/2$, or $c=1/K$. At lower density most carriers are single even though $\Delta>0$, because separated carriers have many more arrangements.

## Holes in MnO and a contrasting model

MnO is a wide-gap oxide, and its holes are treated here as small polarons. The inputs are rough typical values: $E_p=0.5$ eV, $\hbar\omega=60$ meV, and $U=5$ eV for two holes on one manganese site. Of these, $E_p$ is the least certain. The coupling is $g^2=0.5/0.060=8.33$, and the threshold is

$$2E_p=1.0\ \text{eV}=0.037\ \text{hartree}.$$

The site energies are $E(1)=-0.5$ eV and $E(2)=-2.0+5.0=3.0$ eV, so

$$\Delta=2(-0.5)-3.0=-4.0\ \text{eV}.$$

The model predicts no on-site hole pair. With $U$ held fixed, $E_p$ would have to exceed 2.5 eV, five times the assumed value.

As a contrast, keep the lattice parameters and choose $U=0.7$ eV. This is a model and no longer MnO. Now $E(2)=-2.0+0.7=-1.3$ eV and $\Delta=-1.0+1.3=0.3$ eV: the pair is bound, although $U$ exceeds $E_p$.

**Hopping.** Take $|t|=0.1$ eV and the twelve nearest manganese neighbours, ignoring magnetic order. On this lattice the sign of the hopping matters. For one sign the free-carrier band starts $4|t|=0.4$ eV below the site level, and the small polaron lies lower still, though narrowly: the vibrations lower a free carrier too, by roughly 0.1 eV in lowest order, which leaves a margin of only about 0.05 eV. For the other it starts $12|t|=1.2$ eV below, so a free carrier has less energy than a small polaron and the estimates here do not apply. The first sign is assumed. Direct summation gives $S_1=1.07$ and $S_2=0.80$ eV$^{-1}$, the latter for the contrast model. One polaron is lowered by $12(0.1)^2(1.07)=0.13$ eV and the pair by $2\cdot12(0.1)^2(0.80)=0.19$ eV. In second order the contrast binding falls to $0.300+0.192-2(0.128)\approx0.24$ eV. This value is not converged in $t$. Hops around triangles of sites, 48 closed paths per site, raise one polaron by 0.057 eV and the pair by 0.062 eV in third order, which brings the binding back to about 0.29 eV; a static lattice treated to all orders gives 0.27 eV. Hopping lowers the binding, to somewhere between 0.24 and 0.29 eV. For MnO, $S_3=0.20$ eV$^{-1}$, and the neighbouring singlet has binding $0.01(4\cdot0.20-2\cdot1.07)=-0.013$ eV, so it is unbound as well. The sign is more reliable than the size: for a static lattice the value moves from $-0.012$ eV in second order to $-0.0085$ eV at all orders, and a neighbouring pair with parallel spins has $-0.007$ eV. Coulomb repulsion acts further against it. At the site spacing of about 0.31 nm, with a static relative permittivity of 18, the repulsion is about 0.25 eV, though a bulk permittivity is doubtful at atomic distance.

**Stiffness.** For $\eta=0.1$ the threshold is $2.0/1.2-1.0/1.1=0.76$ eV. For $\eta=-0.1$ it is $2.0/0.8-1.0/0.9=1.39$ eV. The contrast pair survives the first change narrowly; with $U=5$ eV, MnO remains far from binding in both. The question is a real one for these parameters. If six oxygen ions share the breathing displacement equally, each moves $\sqrt2gn\sqrt{\hbar/M\omega}/\sqrt6$, where $M$ is the oxygen mass. With an oscillator length of 0.0066 nm this is 0.011 nm for one hole and 0.022 nm for two, or 5% and 10% of the Mn–O bond. A harmonic lattice is questionable at the larger value.

**Orbital structure.** The one-orbital model is a poor description of manganese. In the ionic picture, one hole in the half-filled high-spin shell leaves a single electron in two degenerate $e_g$ orbitals. A Jahn-Teller distortion splits these levels and releases an energy $E_{JT}$. Two holes with parallel spins occupy both hole levels; the shifts cancel and this release is lost. Write $E_p=E_A+E_{JT}$, where $E_A$ comes from the breathing mode. For a static lattice, $E(1)=-E_A-E_{JT}$ and $E(2)=-4E_A+U$, with $U$ now the repulsion for this two-orbital state, and

$$U_c=4E_A-2(E_A+E_{JT})=2E_A-2E_{JT}.$$

If a quarter of $E_p$ is of Jahn-Teller origin, the threshold drops from 1.0 to 0.5 eV; if half is, it drops to zero. The shares are illustrative, and the zero-point energy, which here depends on occupation, is left out. Of the corrections to the threshold sized here, this is potentially the largest, and at a given repulsion it makes pairing harder. The repulsion changes as well: two holes with parallel spins in different orbitals repel less than two in one orbital, and in the high-spin shell, with one electron per orbital, two $d$ holes cannot share an orbital at all. For the $e_g$ orbitals of a free Mn$^{2+}$ ion Hartree-Fock gives a reduction of 3.3 eV, a value likely to be smaller in the solid. If the 5 eV above is the repulsion within one orbital, the relevant $U$ is then nearer 2 eV, and the margin against pairing is much smaller than 4 eV.

**Operating conditions.** Temperature, carrier density and electric field all affect whether pairs survive. Consider the contrast model, with its zero-hopping binding of 0.3 eV and $10^{17}$ carriers per cm$^3$ on $4.6\times10^{22}$ sites per cm$^3$, so $c=2.2\times10^{-6}$. At 300 K, $k_BT=0.0259$ eV and $K=2.7\times10^4$. Solving $c=p_1+2Kp_1^2$ leaves about 10% of the carriers paired. At 450 K, $K$ is about 570 and the paired share is 0.25%. Half the carriers would be paired at $1.7\times10^{18}$ cm$^{-3}$ at 300 K, but only at $8\times10^{19}$ cm$^{-3}$ at 450 K. A binding energy of more than ten times $k_BT$ thus does not guarantee that pairs dominate. The lower binding estimated with hopping, 0.24 to 0.29 eV, would reduce the paired share at 300 K to between about 1% and 6%.

A field $F$ lowers the energy of a separated pair by $eFL$ when one carrier moves a distance $L$ along the force. At 1 MV/cm, or 0.1 eV/nm, this outweighs a binding of 0.3 eV beyond $L=3$ nm, if the repulsion between the separated carriers is neglected. Without hopping the pair cannot use this path. With hopping the binding, and so this distance, is somewhat smaller; the pair is metastable, and its lifetime depends on rates that these energies do not supply.

Numbers in the example were calculated in double precision.
